# The mean-field Peierls transition of a chain: soft phonon and gap, part 2

Spin-½ electrons with \(\varepsilon_k=-2t\cos k\) and density \(\bar n=2k_F/\pi\) couple to classical site oscillators \(u_j\) (mass \(M\), stiffness \(K\)) through \(\alpha\sum_j u_j(n_j-\bar n)\), in mean field. The lattice constant is 1, and \(\hbar=k_B=1\) until (h). Until (g), \(Q\neq\pi\).

Definitions: \(\omega_0^2=K/M\), \(U=\alpha^2/K\), \(Q=2k_F\), \(v=2t\sin k_F\), \(D=2/(\pi v)\) (density of states per site), \(\lambda=UD/2\), \(E_0=2v|\tan k_F|=4t\sin^2k_F/|\cos k_F|\), \(f(\xi)=\tfrac12[1-\tanh(\xi/2T)]\), \(\omega_n=(2n+1)\pi T\); \(\gamma\) is Euler's constant, \(\psi\) the digamma function.

The potential \(V_j=\alpha u_j\) induces \(\delta n_q=-\chi_0V_q\). The adiabatic phonon frequency is
\[
\omega_q^2=\omega_0^2\,[1-U\chi_0(q,T)], \tag{2}
\]
with \(\chi_0\to D\) as \(q\to0\). At \(T=0\) and Fermi wavevector \(\kappa\),
\[
\chi_0(q,0;\kappa)=\frac{1}{2\pi t\sin(q/2)}\ln\left|\frac{\tan[(q+2\kappa)/4]}{\tan[(q-2\kappa)/4]}\right|. \tag{3}
\]
Averaging over \(\kappa=k_F+\xi/v\) with weight \(-f'(\xi)\), where \(\langle\ln|\xi|\rangle=\ln(\pi T/2e^\gamma)\), gives
\[
\chi_0(Q,T)=\frac D2\ln\frac{2e^\gamma E_0}{\pi T},\qquad \frac{2e^\gamma}{\pi}=1.1339. \tag{5}
\]
\[
T_P=\frac{2e^\gamma}{\pi}E_0\,e^{-1/\lambda},\qquad \omega_Q^2(T)=\lambda\,\omega_0^2\ln\frac{T}{T_P}. \tag{6}
\]
The dip at \(Q\) has width of order \(4\pi T/v\). Beyond the adiabatic limit,
\[
\omega^2=\lambda\omega_0^2\Big[\ln\frac T{T_P}+\psi\Big(\frac12-\frac{i\omega}{4\pi T}\Big)-\psi\Big(\frac12\Big)\Big]. \tag{7}
\]
At low frequency \(\omega^2+i\Gamma\omega=\omega_s^2\), with \(\Gamma=\pi\lambda\omega_0^2/8T\) and \(\omega_s\) the adiabatic \(\omega_Q\) of (6); the mode is overdamped for \(\ln(T/T_P)<\lambda(\pi\omega_0/16T)^2\).

Below \(T_P\), \(V_j=2\Delta\cos(Qj+\varphi)\) couples states at \(\mp\xi\) near \(\mp k_F\) by \(V_Q=\Delta e^{i\varphi}\), giving \(\pm E=\pm\sqrt{\xi^2+\Delta^2}\) and a gap \(2\Delta\). With cutoff \(E_c=E_0\),
\[
\Omega(\Delta)=\frac{\Delta^2}{U}-\frac D2\int_{-E_c}^{E_c}\!d\xi\;2T\ln\Big(2\cosh\frac{E}{2T}\Big).
\]
Self-consistency reads \(1/U=\chi_0(Q,T)-\frac D2 I\), with
\[
I=\int_0^\infty d\xi\Big[\frac{\tanh(\xi/2T)}{\xi}-\frac{\tanh(E/2T)}{E}\Big],
\]
or equivalently
\[
\frac1\lambda=\int_0^{E_0}d\xi\,\frac{\tanh\big(\sqrt{\xi^2+\Delta^2}/2T\big)}{\sqrt{\xi^2+\Delta^2}}. \tag{8}
\]
The pole expansion used below is \(\tanh(\xi/2T)=2T\sum_n(\xi-i\omega_n)^{-1}\).

Part (f) asks us to solve (8) at \(T=0\), where \(\Delta=\Delta_0\), and near \(T_P\), and to find \(2\Delta_0/T_P\), the energy gained and the amplitude-mode frequency \(\omega_A\) at \(T=0\).

**Solution.** At \(T=0\) the integral is \(\operatorname{arsinh}(E_0/\Delta_0)\), so \(\Delta_0=E_0/\sinh(1/\lambda)\to2E_0e^{-1/\lambda}\) for small \(\lambda\). Dividing by (6), \(E_0e^{-1/\lambda}\) cancels:
\[
\frac{2\Delta_0}{T_P}=\frac{4}{2e^\gamma/\pi}=2\pi e^{-\gamma}=3.53 .
\]
The value is a weak-coupling limit. Even within the sharp-cutoff equation (8), numerical solution gives 3.528 at \(\lambda=0.2\) and 3.59 at \(\lambda=0.5\).

Writing \(\tanh(E/2T)=1-2f(E)\) in (8) gives \(1/\lambda=\ln(2E_0/\Delta)-2\int_0^\infty f(E)\,d\xi/E\), and \(1/\lambda=\ln(2E_0/\Delta_0)\) turns it into
\[
\ln\frac{\Delta_0}{\Delta}=2\int_0^\infty d\xi\,\frac{f(E)}{E},
\]
in which only \(\Delta/\Delta_0\) and \(T/\Delta_0\) appear: \(\Delta(T)/\Delta_0\) is a universal function of \(T/T_P\). Near \(T_P\), (5) and (6) give \(I=\ln(T_P/T)\). Pairing \(\pm\omega_n\) in the pole expansion, \(\tanh(E/2T)/E=4T\sum_{n\ge0}(E^2+\omega_n^2)^{-1}\). To first order in \(\Delta^2\), with \(\int_0^\infty d\xi\,(\xi^2+\omega^2)^{-2}=\pi/4\omega^3\) and \(\sum_{n\ge0}(2n+1)^{-3}=\frac78\zeta(3)\),
\[
I=\pi T\Delta^2\sum_{n\ge0}\frac1{\omega_n^3}=\frac{7\zeta(3)\Delta^2}{8\pi^2T^2},\qquad \Delta\approx\sqrt{\frac{8\pi^2}{7\zeta(3)}}\;T_P\sqrt{1-\frac T{T_P}},
\]
with prefactor 3.06. Within (8) the mean-field transition is continuous. The exception on the lattice is \(3Q\) equal to a multiple of \(2\pi\) (\(k_F=\pi/3\) or \(2\pi/3\)), where umklapp adds a cubic term to \(\Omega\); see (g).

At \(T=0\), \(2T\ln(2\cosh)\to E\) and \(\int_0^{E_0}E\,d\xi=\frac12E_0\sqrt{E_0^2+\Delta^2}+\frac12\Delta^2\operatorname{arsinh}(E_0/\Delta)\approx\frac12E_0^2+\frac14\Delta^2+\frac12\Delta^2\ln(2E_0/\Delta)\). With \(1/U=\frac D2\ln(2E_0/\Delta_0)\),
\[
\Omega(\Delta)-\Omega(0)=\frac D2\Delta^2\Big[\ln\frac{\Delta}{\Delta_0}-\frac12\Big].
\]
Its value at \(\Delta_0\) is \(-D\Delta_0^2/4\) per site. Its first derivative is \(D\Delta\ln(\Delta/\Delta_0)\), so the curvature at \(\Delta_0\) is \(D\). The bare curvature \(2/U\) corresponds to \(\omega_0^2\) for the same displacement pattern, so \(\omega_A^2=\omega_0^2\,UD/2=\lambda\omega_0^2\), valid adiabatically for \(\omega_A\ll2\Delta_0\).

## (g) What changes at half filling, and what limits the result otherwise?

**Solution.** At \(k_F=\pi/2\) the formula for \(E_0\) diverges, because the numerator of (3) becomes singular too. With \(q=\pi\), \(\kappa=\pi/2+x\) and \(x=\xi/2t\), the numerator is \(-\cot(x/2)\) and the denominator \(-\tan(x/2)\), so the logarithm is \(2\ln(2/|x|)=2\ln(4t/|\xi|)\). The prefactor is \(1/2\pi t=D/2\), so \(\chi_0(\pi,T)=D\ln(2e^\gamma 4t/\pi T)\). Umklapp doubles the response, because \(Q\) and \(-Q\) are the same wavevector. Below \(T_P\), \(V_j=\Delta(-1)^j\) has matrix element \(\Delta\) and elastic energy \(\Delta^2/2U\), half the former value, while the electronic term of \(\Omega\) is unchanged. Stationarity gives (8) with \(\lambda=UD\) and \(E_0=4t\), so \(\Delta_0=8te^{-1/\lambda}\) and the ratio is again \(2\pi e^{-\gamma}\). The lattice calculation at \(\lambda=0.2\) gives 3.526.

At other fillings the \(2\times2\) block is not closed. At quarter filling, \(Q=\pi/2\), the state \(-\pi/4\) also reaches \(\pi/4\) by three steps of \(-Q\) through \(-3\pi/4\) and \(3\pi/4\), each \(2\sqrt2\,t\) above the Fermi level. This adds \(\Delta^3e^{-3i\varphi}/8t^2\) to the matrix element, a relative change \(\Delta^2e^{-4i\varphi}/8t^2\) that depends on the phase and pins the wave. At the same order the admixture of the two high states reduces the direct element by the relative amount \(\Delta^2/8t^2\), whatever the phase. For the first harmonic alone the element is therefore \(\Delta e^{i\varphi}[1+\Delta^2(e^{-4i\varphi}-1)/8t^2]\): unchanged at \(\varphi=0\) and smaller by the fraction \(\Delta^2/4t^2\) at \(\varphi=\pi/4\). A second harmonic of \(V_j\), where symmetry allows it, is driven at order \(\Delta^2/t\) and changes the matrix element at the same relative order. A relative change \(\epsilon\) of the logarithmic term, \(1/\lambda=(1+\epsilon)\ln(2E_0/\Delta)\), shifts \(\ln\Delta\) by \(\epsilon/\lambda\). At quarter filling the ratio therefore has relative corrections of order \(s=(\Delta_0/t)^2/\lambda\). Self-consistent diagonalisation of the four-site cell, with the gap read from the spectrum, gives for the site-centred (\(\varphi=0\)) and bond-centred (\(\varphi=\pi/4\)) waves:

| \(\lambda\) | \(s\) | gap\(/T_P\), site | gap\(/T_P\), bond |
|---|---|---|---|
| 0.25 | 0.043 | 3.874 | 3.429 |
| 0.20 | 0.0073 | 3.579 | 3.508 |
| 0.15 | 0.00035 | 3.530 | 3.527 |

Relative to 3.528 the site values are high by 9.8 %, 1.4 % and 0.07 %, about \(2s\), and the bond values low by 2.8 %, 0.6 % and 0.03 %, less than \(s\). The excess of the site wave comes from its second harmonic: with the first harmonic alone its ratio stays within 0.07 % of 3.528. At \(\lambda=0.2\) and 0.15 the bond-centred wave is a saddle, unstable against a shift of \(\varphi\). The site-centred wave has the lower energy of the two at all three couplings. At \(\lambda=0.15\) its gap, relative to the \(T=0\) gap, is 0.957, 0.711 and 0.380 at \(T/T_P=0.5\), 0.8 and 0.95, as on the universal curve to these digits.

Third filling, \(Q=2\pi/3\), is worse. The state \(-\pi/3\) reaches \(\pi/3\) in two steps of \(-Q\) through \(k=\pi\), which lies \(3t\) above the Fermi level. This adds \(-\Delta^2e^{-2i\varphi}/3t\) to the matrix element, a relative change of first order in \(\Delta/t\), and puts a term \(\propto\Delta^3\cos3\varphi\) into \(\Omega\). The ratio then has corrections of order \((\Delta_0/t)/\lambda\), and the commensurate transition is of first order and lies above \(T_P\). The self-consistent three-site cell gives gap\(/T_P=5.03\) and 3.84 at \(\lambda=0.2\) and 0.15, with the amplitude jumping to \(0.65\,\Delta_0\) at \(1.06\,T_P\) and to \(0.16\,\Delta_0\) at \(1.004\,T_P\).

The severest limit is mean field itself. If the phase is free, a slow variation costs \(\frac J2(\partial_x\varphi)^2\) per length with finite stiffness \(J\). The Boltzmann weight makes the increments of \(\varphi\) independent Gaussians, so \(\langle[\varphi(x)-\varphi(0)]^2\rangle=T|x|/J\) and \(\langle e^{i\varphi(x)-i\varphi(0)}\rangle=e^{-T|x|/2J}\). If the phase is pinned, a domain wall costs a finite energy and gains entropy \(\ln N\), so walls appear at any \(T>0\). An isolated chain therefore has no long-range order at finite temperature, and \(T_P\) marks only the scale at which a local distortion becomes favourable. True order needs coupling between chains; its transition temperature is not computed here, and 3.53 refers to \(T_P\), not to that temperature.

## (h) Evaluate everything for a quarter-filled model chain with \(t=500\) meV, \(\lambda=0.2\), \(\hbar\omega_0=10\) meV, \(M=50\) u.

**Solution.** With \(\sin k_F=\cos k_F=0.7071\) and \(a\) the lattice constant, \(\hbar v/a=2(500)(0.7071)=707.1\) meV, \(D=2/(\pi\times0.7071\ \text{eV})=0.9003\) eV⁻¹, \(U=2\lambda/D=444.3\) meV and \(E_0=4(500)(0.5)/0.7071=1414.2\) meV. With \(e^{-5}=0.006738\),
\[
k_BT_P=1.1339\times1414.2\times0.006738=10.80\ \text{meV}\ (125\ \text{K}),
\]
\[
2\Delta_0=4\times1414.2\times0.006738=38.1\ \text{meV}.
\]
The \(k\)-sum at \(q=Q\) gives 10.800 meV against 10.804 meV from the formula. The lattice gaps are 38.65 meV (site, with a second harmonic of \(-1.2\) meV) and 37.88 meV (bond). The maximum of \(\chi_0\) at \(T_P\) lies at \(q-Q=-0.003/a\), against a width \(0.19/a\), and the instability there comes 0.2 % above \(T_P\). At long wavelength \(\omega^2/\omega_0^2=0.60=1-2\lambda\), so the chain is stable there.

The stiffness is \(K=M\omega_0^2=1.196\) eV/Å², so \(\alpha=\sqrt{0.4443\times1.196}=0.729\) eV/Å and the displacement amplitude is \(2\Delta_0/\alpha=0.0381/0.729=0.052\) Å. This is smaller than the zero-point rms displacement of the bare oscillator, \(\sqrt{\hbar/2M\omega_0}=0.065\) Å, and than its rms displacement at \(T_P\), 0.098 Å. For these parameters the neglect of lattice fluctuations is therefore not justified quantitatively, and the numbers of this part are those of the mean-field model only. The energy gain is \(0.9003\times(0.0381/2)^2/4\) eV \(=0.082\) meV per site (lattice: 0.083 site, 0.081 bond), and \(\hbar\omega_A=\sqrt{0.2}\times10=4.47\) meV (adiabatic lattice values: 4.41 site, 4.49 bond), well below \(2\Delta_0\).

Above the transition, with \(T\) measured in units of the lattice \(T_P\), \(\hbar\omega_s=10\sqrt{0.2\ln(T/T_P)}\) meV is 3.72, 1.91 and 0.99 meV at \(T/T_P=2\), 1.2 and 1.05; the \(k\)-sum gives 3.73, 1.91 and 0.99 meV. The damping at \(T_P\) is \(\hbar\Gamma=\pi(0.2)(10)^2/(8\times10.80)=0.73\) meV. At \(1.2\,T_P\) equation (7) has its pole at \(1.89-0.30i\) meV, a well-defined soft phonon. The overdamped window is \(\ln(T/T_P)<0.2\,[10\pi/(16\times10.80)]^2=0.0066\), about 0.8 K; at half that value of the logarithm the two low-frequency poles of (7) are purely imaginary, \(-0.107i\) and \(-0.62i\) meV, and at twice that value they lie at \(\pm0.37-0.36i\) meV. For these parameters the oscillation frequency lies 1 % below the adiabatic value \(\omega_s\) at \(1.2\,T_P\) (1.89 against 1.91 meV). At \(1.05\,T_P\), 6 K above \(T_P\), the quadratic formula puts it about 6 % below (0.93 against 0.99 meV), and at twice the window it is 0.37 against 0.51 meV. The numerical check printed below tests (2) against the frozen-phonon curvature of a diagonalised ring, (3) against quadrature, (5), (6), the shape in \(q\) and the imaginary-frequency form of (7) against \(k\)-sums at fixed density, and the gap, its temperature dependence, the energy gain and \(\omega_A\) (bond wave, \(\lambda=0.15\)) against the four-site diagonalisation. The quoted poles are roots of (7) itself; the third-order matrix element, the third-filling values and the phase-fluctuation argument of (g), and the lattice \(\omega_A\) at \(\lambda=0.2\), are not covered by the printed check.

## Table of computed values

```
ring L=200, T=0.1t, U=0.9t, q=pi/2: w^2/w0^2 frozen 0.302037, Lindhard 0.302037
2e^gamma/pi: quadrature 1.133866, formula 1.133866; 2 pi e^-gamma = 3.52775
T=0.05t: chi0(Q)/(D/2) - ln(1.134 E0/T) = -2.380e-03 = -0.952 (T/t)^2
T=0.02t: chi0(Q)/(D/2) - ln(1.134 E0/T) = -3.646e-04 = -0.912 (T/t)^2
T=0.005t: chi0(Q)/(D/2) - ln(1.134 E0/T) = -2.264e-05 = -0.906 (T/t)^2
T=0.005t, v dq/(4 pi T)=0.5: drop of log, k sum 1.0946, digamma 1.0954
T=0.01t, nu=0.02t: drop of log, k sum 0.6222, digamma 0.6221
sharp cutoff 2Delta0/TP: lam=0.2 3.5279, lam=0.5 3.5921
Delta/(TP sqrt(1-T/TP)): at T=0.999TP 3.0620, limit 3.0633
lam=0.25: TP 0.058543t (formula 0.058739t), Delta0 formula 0.103609t
   gap/TP site 3.8735, bond 3.4287; (Delta0/t)^2/lam 4.29e-02
lam=0.2: TP 0.021600t (formula 0.021609t), Delta0 formula 0.038116t
   gap/TP site 3.5786, bond 3.5078; (Delta0/t)^2/lam 7.26e-03
lam=0.15: TP 0.004081t (formula 0.004081t), Delta0 formula 0.007199t
   gap/TP site 3.5301, bond 3.5267; (Delta0/t)^2/lam 3.46e-04
lam=0.15, T/TP=0.5: Delta/Delta0 lattice 0.9569, BCS 0.9569
lam=0.15, T/TP=0.8: Delta/Delta0 lattice 0.7112, BCS 0.7110
lam=0.15, T/TP=0.95: Delta/Delta0 lattice 0.3804, BCS 0.3803
lam=0.15: E_cond/(-D Delta0^2/4) 1.0006, w_A^2/w0^2 0.1501
half filling lam=0.2: TP 0.03055t (0.03056t), Delta0 0.05386t (0.05390t)
   gap/TP 3.5259
example: t 500 meV, lam 0.2, hbar w0 10 meV, M 50 u, kF a = pi/4
hbar v/a 707.1 meV, D 0.9003 /eV per site, U 444.3 meV, E0 1414.2 meV
exp(-1/lam) 0.006738, K 1.1961 eV/A^2, alpha 0.7290 eV/A
kB TP formula 10.804 meV = 125.4 K; lattice 10.800 meV = 125.3 K
2 Delta0 formula 38.12 meV; gap site 38.65 meV, bond 37.88 meV
site pattern: first harmonic Delta 19.292 meV, second -1.206 meV
displacement amplitude 2Delta0/alpha 0.0523 A
E_cond per site: formula -0.0817 meV, site -0.0829 meV, bond -0.0812 meV
amplitude mode sqrt(lam) hbar w0 4.472 meV
T=1.05TP: hbar w_s lattice 0.988 meV, formula 0.988 meV
T=1.2TP: hbar w_s lattice 1.911 meV, formula 1.910 meV
T=2.0TP: hbar w_s lattice 3.727 meV, formula 3.723 meV
at TP: w^2/w0^2 at q->0 0.5995; width 4 pi TP/v 0.1919 1/a
peak of chi0 at q-Q -0.00309 1/a, raising the instability T by 0.22 %
at TP: hbar Gamma 0.7272 meV; overdamped for ln(T/TP) < 0.00661, about 0.83 K
T=1.2TP pole: full 1.891-0.305i meV, quadratic 1.885-0.303i meV
pole at half the window -0.107i meV; at twice it 0.368-0.362i meV
```
